# Logarithmic misfit spacing at the one-dimensional commensurate-incommensurate transition

## Result and scope

A row of film atoms lies on a rigid periodic substrate. Just above the critical misfit \(f_c\), the equilibrium distance \(L\) between misfit solitons at zero temperature obeys

\[
\delta=4(1+\lambda)e^{-\lambda},\qquad
\lambda=\frac L\ell,\qquad \delta=\frac f{f_c}-1>0, \tag{1}
\]

with a relative error of order \(\lambda e^{-\lambda}\) in \(\delta\). Here \(\ell\) is the soliton width and \(f\) the natural misfit. As \(\delta\to0^+\),

\[
\lambda=\ln\frac4\delta+\ln\!\left(1+\ln\frac4\delta\right)+o(1). \tag{2}
\]

The leading divergence is therefore \(L\simeq\ell\ln(1/\delta)\). The second logarithm also grows without bound, though more slowly, and is needed when \(L\) itself is wanted.

The result holds for the continuum model below: one dimension, zero temperature, free total length, no pinning by the atomic lattice, and no long-range elastic interaction through the substrate.

## Model and conventions

Let \(b\) be the substrate period. In the commensurate state film atom \(j\) sits at \(x=jb\); in general it sits at \(jb+u\). The unstressed film has atomic spacing \(b(1+f)\), with \(f>0\). For displacements that vary slowly from atom to atom,

\[
E=\int dx\left[\frac C2(u'-f)^2+W\left(1-\cos\frac{2\pi u}{b}\right)\right]. \tag{3}
\]

The stiffness \(C\) and the corrugation \(W\) are energies per unit length. For \(f<0\), replace \(u\) by \(-u\) and \(f\) by \(|f|\).

The coordinate \(x\) labels film atoms. Across one soliton \(u\) rises by \(b\), so \(L/b\) film atoms span \(L/b+1\) substrate periods. The soliton distance measured along the substrate is therefore \(L+b\) for \(f>0\); for \(f<0\) it is \(L-b\). The difference matters when comparing with an image.

Expanding the square in (3) gives three terms. If \(u\) rises by \(N_sb\) over a row of label length \(X\), the cross term is \(-Cf\int u'dx=-CfbN_s\). The last term, \(Cf^2X/2\), is the energy of the commensurate state. Hence misfit acts as a chemical potential: each soliton gains \(Cfb\), wherever it sits.

## One soliton and the critical misfit

Since \(1-\cos(2\pi u/b)=2\sin^2(\pi u/b)\), the energy density without misfit can be written as a completed square plus a remainder:

\[
\frac C2u'^2+2W\sin^2\frac{\pi u}{b}
=\frac C2\left(u'-2\sqrt{\frac WC}\left|\sin\frac{\pi u}{b}\right|\right)^2
+2\sqrt{CW}\left|\sin\frac{\pi u}{b}\right|u'.
\]

The square is non-negative. The remainder depends on the path only through its end points, and each rise of \(u\) by \(b\) contributes

\[
E_s=2\sqrt{CW}\int_0^b\sin\frac{\pi u}{b}\,du=\frac{4b}{\pi}\sqrt{CW}. \tag{4}
\]

A single soliton attains this value when the square vanishes. With \(\theta=\pi u/b\), that condition reads

\[
\theta'=\frac{\sin\theta}{\ell},\qquad \ell=\frac b{2\pi}\sqrt{\frac CW}.
\]

Integration gives \(\ln\tan(\theta/2)=x/\ell\), so \(u=(2b/\pi)\arctan e^{x/\ell}\).

Solitons become favourable when the gain \(Cfb\) equals the cost \(E_s\):

\[
f_c=\frac{E_s}{Cb}=\frac4\pi\sqrt{\frac WC}. \tag{5}
\]

Below \(f_c\), any state in which \(u\) rises by exactly \(N_sb\) from end to end, with the solitons equally spaced or not, lies at least \(N_s(E_s-Cfb)>0\) above the commensurate state. This follows from the non-negative square. At free ends \(u\) can also shift by a fraction of \(b\), which lowers the energy whether or not solitons are present.

## Repulsion in a periodic array

Use \(s=x/\ell\), \(\varphi=2\pi u/b\) and the energy unit \(W\ell\). Because \(C(b/2\pi)^2/\ell^2=W\), the energy without misfit becomes

\[
\int ds\left[\frac12\varphi'^2+1-\cos\varphi\right],
\]

where the prime now means \(d/ds\). In these units \(E_s=8\), and the misfit gain per soliton is \(8f/f_c=8(1+\delta)\).

The stationary field satisfies \(\varphi''=\sin\varphi\). Multiplication by \(\varphi'\) and integration give a constant \(\varepsilon\):

\[
\frac12\varphi'^2-(1-\cos\varphi)=\varepsilon,
\qquad \varphi'=\sqrt{4\sin^2(\varphi/2)+2\varepsilon}. \tag{6}
\]

A periodic array has \(\varepsilon>0\). Define

\[
J(\varepsilon)=\int_0^{2\pi}\varphi'\,d\varphi .
\]

Since \(\partial\varphi'/\partial\varepsilon=1/\varphi'\),

\[
\frac{dJ}{d\varepsilon}=\int_0^{2\pi}\frac{d\varphi}{\varphi'}=\lambda. \tag{7}
\]

By (6) the energy density equals \(\varphi'^2-\varepsilon\). Its integral over one period is the energy per soliton,

\[
e(\lambda)=J-\varepsilon\lambda. \tag{8}
\]

Then \(de=\lambda\,d\varepsilon-\varepsilon\,d\lambda-\lambda\,d\varepsilon=-\varepsilon\,d\lambda\). Thus \(\varepsilon=-de/d\lambda\) is the repulsive force in units of \(W\).

### The exponential law

By symmetry,

\[
\lambda=2\int_0^\pi\frac{d\varphi}{\sqrt{4\sin^2(\varphi/2)+2\varepsilon}}.
\]

Split the range at \(a\), with \(\sqrt\varepsilon\ll a\ll1\). Below \(a\), replace \(2\sin(\varphi/2)\) by \(\varphi\); above \(a\), drop \(\varepsilon\). The two parts are

\[
\int_0^a\frac{d\varphi}{\sqrt{\varphi^2+2\varepsilon}}\simeq\ln\frac{2a}{\sqrt{2\varepsilon}},
\qquad
\int_a^\pi\frac{d\varphi}{2\sin(\varphi/2)}=-\ln\tan\frac a4\simeq\ln\frac4a.
\]

The arbitrary \(a\) cancels in the sum:

\[
\lambda\simeq2\ln\frac8{\sqrt{2\varepsilon}}=\ln\frac{32}\varepsilon,
\qquad \varepsilon\simeq32e^{-\lambda}. \tag{9}
\]

The prefactor also follows from superposition. Midway between two solitons each tail has slope \(4e^{-\lambda/2}\). The slopes add to \(8e^{-\lambda/2}\), while \(\varphi\) sits at a substrate minimum. Equation (6) then gives \(\varepsilon=\tfrac12\cdot64e^{-\lambda}\).

To find the error, write the integrals in elliptic form. With \(\varphi=\pi-2\theta\) and \(k^2=1/(1+\varepsilon/2)\), (6) becomes \(\varphi'=(2/k)\sqrt{1-k^2\sin^2\theta}\), so

\[
\lambda=2kK(k),\qquad J=\frac{8E(k)}k, \tag{10}
\]

where \(K\) and \(E\) are the complete elliptic integrals of modulus \(k\). Put \(k'^2=1-k^2\) and \(\Lambda=\ln(4/k')\). The standard expansion near \(k=1\) is \(K=\Lambda+\tfrac14k'^2(\Lambda-1)+\dots\). With \(k\simeq1-k'^2/2\),

\[
\lambda=2\Lambda-\frac{k'^2}2(\Lambda+1)+\dots
\]

Now \(k'^2=(\varepsilon/2)/(1+\varepsilon/2)\), hence \(2\Lambda=\ln(32/\varepsilon)+\varepsilon/2+\dots\), and

\[
\lambda=\ln\frac{32}\varepsilon-\frac\varepsilon8\left(\ln\frac{32}\varepsilon-2\right)+\dots
\]

The relative error of \(\varepsilon=32e^{-\lambda}\) is therefore of order \(\lambda e^{-\lambda}\).

Integrating the force from infinite separation gives, to leading order,

\[
e(\lambda)=8+32e^{-\lambda},\qquad
\text{or}\qquad E_s\left(1+4e^{-L/\ell}\right)\ \text{in ordinary units.} \tag{11}
\]

### Why the spacing is equal

At this order the interaction energy is a sum of \(32e^{-r}\) over the gaps \(r\). The function is convex, so at fixed mean gap the sum is least when all gaps are equal.

The stiffness of this order can be found by moving alternate solitons by \(\pm d\). Two neighbouring gaps become \(\lambda\pm2d\), with energy \(64e^{-\lambda}\cosh2d\). The increase is \(128e^{-\lambda}d^2\) to second order. The field changes by \(\pm d\,\varphi'\) near each soliton, and \(\int\varphi'^2ds=8\) for each, because its gradient and corrugation energies are equal. If \(\mu\) is the eigenvalue of the field operator \(-d^2/ds^2+\cos\varphi\) for this motion, the increase is also \(\tfrac12\mu\cdot16d^2\). Hence

\[
\mu=16e^{-\lambda}. \tag{12}
\]

The array is stable but exponentially soft, which makes unconstrained relaxation of widely spaced solitons slow for methods that follow the gradient.

## Equilibrium spacing

The number of solitons is free while the number of film atoms is fixed. The quantity to minimize is therefore energy per label length. Relative to the commensurate state it is

\[
g(\lambda)=\frac{e(\lambda)-8(1+\delta)}\lambda. \tag{13}
\]

Using \(de/d\lambda=-\varepsilon\) and (8),

\[
\frac{dg}{d\lambda}=\frac{-\varepsilon\lambda-e+8(1+\delta)}{\lambda^2}
=\frac{8(1+\delta)-J}{\lambda^2}.
\]

The continuum equilibrium condition, valid at any \(\delta>0\), is thus

\[
J=8(1+\delta),\qquad\text{or}\qquad \frac{E(k)}k=\frac f{f_c}. \tag{14}
\]

By (7), \(J\) increases with \(\varepsilon\), from 8 without bound, so there is one root. At smaller \(\lambda\), \(J\) is larger and \(g\) falls with \(\lambda\); at larger \(\lambda\), \(g\) rises. The root is the minimum. There \(g=(e-J)/\lambda=-\varepsilon\), so the energy gained per length, \(W\varepsilon\), vanishes continuously at threshold.

Near threshold, integrate (7) using (9) and \(J(0)=8\):

\[
J=8+\int_0^\varepsilon\ln\frac{32}t\,dt+\dots
=8+\varepsilon\left(\ln\frac{32}\varepsilon+1\right)+\dots
\]

Equation (14) becomes \(8\delta=\varepsilon(1+\lambda)\), and \(\varepsilon=32e^{-\lambda}\) gives (1).

The factor \(1+\lambda\) comes from optimizing density. With \(n=1/\lambda\), \(g=n(-8\delta+32e^{-1/n})\) and

\[
\frac{dg}{dn}=-8\delta+32e^{-1/n}\left(1+\frac1n\right).
\]

Adding a soliton costs its own interaction energy and also compresses all the others; the second effect supplies \(1/n=\lambda\). The next derivative is

\[
\frac{d^2g}{dn^2}=32e^{-1/n}\left[\frac1{n^2}\left(1+\frac1n\right)-\frac1{n^2}\right]
=\frac{32e^{-1/n}}{n^3}>0.
\]

## Solving for the spacing

Set \(z=1+\lambda\). Equation (1) becomes \(-ze^{-z}=-\delta/(4e)\), with \(z>1\), which selects the lower real Lambert branch:

\[
\lambda=-1-\mathcal W_{-1}\!\left(-\frac\delta{4e}\right). \tag{15}
\]

Without a Lambert routine, take logarithms of (1) and iterate

\[
\lambda\leftarrow\ln\frac4\delta+\ln(1+\lambda),
\]

starting from \(\lambda=\ln(4/\delta)\). For small \(\delta\) each pass multiplies the error by about \(1/(1+\lambda)\). One pass gives (2). With \(M=\ln(4/\delta)\), the remainder is

\[
\ln\frac{1+\lambda}{1+M}=\ln\left(1+\frac{\ln(1+\lambda)}{1+M}\right)
\simeq\frac{\ln(1+M)}{1+M}\to0.
\]

The approach to a pure logarithm is seen in the local slope. From \(\ln\delta=\ln4+\ln(1+\lambda)-\lambda\),

\[
\frac{d\ln\delta}{d\lambda}=-\frac\lambda{1+\lambda},\qquad
\frac{d\lambda}{d\ln(1/\delta)}=1+\frac1\lambda. \tag{16}
\]

Near threshold, where (1) holds, a straight-line fit of \(L\) against \(\ln(1/\delta)\) over a finite range therefore overestimates \(\ell\).

For larger \(\delta\), solve (14) for \(k\) and obtain \(\lambda=2kK(k)\). Some numerical libraries take \(m=k^2\) as the argument. Close to threshold, \(E(k)/k-1\) loses digits by cancellation. In double precision (15) becomes the better choice once \(\delta\) is below about \(10^{-8}\).

## Worked example

Take round model parameters \(b=5\,a_0\), \(C=0.1\,E_h/a_0\) and \(W=4\times10^{-5}\,E_h/a_0\). Then \(\sqrt{C/W}=50\) and \(\sqrt{CW}=0.002\,E_h/a_0\), so

\[
\ell=\frac{5\times50}{2\pi}\,a_0=39.79\,a_0,\qquad f_c=\frac4{50\pi}=0.02546,
\]
\[
E_s=\frac{4\times5}{\pi}\times0.002\,E_h=0.01273\,E_h=0.3465\ \mathrm{eV}.
\]

The width is about eight substrate periods.

The repulsion can be computed without its asymptotic formula. Write \(u=bx/L\) plus a periodic function on 96 Fourier grid points, solve the stationary equation by Newton iteration, and integrate the energy. Subtracting \(E_s\) gives \(1.7011\times10^{-5}\,E_h\) per soliton at \(\lambda=8\), against \(4E_se^{-8}=1.7085\times10^{-5}\,E_h\). At \(\lambda=12\) both are \(3.129\times10^{-7}\,E_h\). Diagonalizing the field operator for a cell of two solitons at \(\lambda=8\) gives \(\mu=5.325\times10^{-3}\), against \(16e^{-8}=5.367\times10^{-3}\) from (12).

Now set the misfit one per cent above threshold, \(f=0.02572\). Minimizing the energy per length of the relaxed field over \(L\) gives \(\lambda=8.205\), the same to these digits as the root of (14). Thus

\[
L=8.205\times39.79\,a_0=326.5\,a_0=17.28\ \mathrm{nm},
\]

or about 65 film atoms per soliton. Equation (15) gives \(\lambda=8.212\). An unstressed film would have \(L=b/f=194.4\,a_0\). The mean strain \(b/L\) is therefore \(194.4/326.5=0.60\) of the misfit: even this close to threshold, more than half the misfit is relieved.

The next table lists the continuum root of (14), found with 50-digit arithmetic, beside (15) and (2). The slope \(d\lambda/d\ln(1/\delta)\) is a centred difference of the continuum roots.

| \(\delta\) | \(\lambda\), (14) | \(\lambda\), (15) | \(\lambda\), (2) | slope |
|---|---|---|---|---|
| \(10^{-1}\) | 5.513 | 5.572 | 5.234 | 1.229 |
| \(10^{-2}\) | 8.205 | 8.212 | 7.936 | 1.129 |
| \(10^{-4}\) | 13.254 | 13.254 | 13.047 | 1.076 |
| \(10^{-8}\) | 22.984 | 22.984 | 22.842 | 1.044 |
| \(10^{-12}\) | 32.530 | 32.530 | 32.419 | 1.031 |

Equation (15) is about one per cent high at \(\delta=0.1\) and about 0.1 per cent high at \(\delta=0.01\). The two-logarithm form converges much more slowly, as its remainder predicts. The ratio of (15) to \(\ln(1/\delta)\) is 1.78 at \(\delta=10^{-2}\), 1.18 at \(10^{-12}\) and 1.004 at \(10^{-1000}\). The last value illustrates the mathematical limit; no physical misfit can be set so finely.

In this example \(L\) grows from \(326.5\,a_0\) at \(\delta=10^{-2}\) to \(914.5\,a_0\) at \(10^{-8}\). A million-fold approach to threshold less than triples the spacing.

These are values of the continuum model, with \(\delta\) measured from (5). A row of discrete atoms has a slightly different threshold even when pinning is negligible. For nearest-neighbour springs the next gradient term adds \(-\tfrac1{24}(b/\ell)^2\int\varphi''^2ds\) to the energy, and \(\int\varphi''^2ds=8/3\) for one soliton. Hence \(E_s\) and \(f_c\) fall by a relative \(b^2/(72\ell^2)\), which is \(2.2\times10^{-4}\) here. At \(\delta=10^{-2}\) this changes \(\lambda\) by well under one per cent. At the misfit labelled \(\delta=10^{-8}\), however, the atomic row is about \(2\times10^{-4}\) above its own threshold, and \(\lambda\) is near 12 instead of 23. For an atomistic calculation, \(\delta\) must be measured from the threshold of that calculation once it is as small as this shift.

## Other limits and conditions of use

**Far above threshold.** When \(\varepsilon\gg1\), (6) gives nearly constant \(\varphi'=2\pi/\lambda\), so \(J\simeq4\pi^2/\lambda\). Equation (14) yields \(\lambda\simeq\pi^2/[2(1+\delta)]\), which is \(L\simeq b/f\): the film takes its natural spacing. At any \(\delta>0\), the Cauchy inequality gives \(J=\int\varphi'^2ds\ge4\pi^2/\lambda\), and hence \(L\ge b/f\). This is a useful bound on a computed root.

**Other repulsions.** Suppose the interaction energy per soliton were \(A/\lambda^2\). Then \(g=n(-8\delta+An^2)\), and \(dg/dn=0\) gives

\[
\lambda=\sqrt{\frac{3A}{8\delta}}.
\]

Reducing \(\delta\) from \(10^{-2}\) to \(10^{-4}\) multiplies this spacing by 10, whereas the exponential repulsion raises \(\lambda\) from 8.2 to 13.3. The logarithm thus reflects the exponential range of the force. If a weak inverse-square repulsion is also present, it wins at large enough spacing, and the logarithmic law is then an intermediate regime.

**Pinning.** Equation (3) lets a soliton slide freely. Discrete atoms give it an energy that varies with position. Let the size of that variation be \(E_p\). Since it has period \(b\), it can hold a soliton against a force of about \(\pi E_p/b\). A soliton whose two gaps differ by about \(\ell\) feels a net repulsion of about \(4E_se^{-\lambda}/\ell\). The repulsion therefore evens out the gaps, to within about \(\ell\), only if roughly \(4E_se^{-\lambda}>(\pi\ell/b)E_p\), so \(\lambda\) must lie below \(\ln[4E_sb/(\pi\ell E_p)]\). Comparing the two energies alone would miss the factor \(\pi\ell/b\), which is large for wide solitons. Beyond this spacing the repulsion can no longer be relied on to set the positions.

**Entry at the ends.** The law describes the lowest-energy state, which a relaxation may fail to reach. Let the commensurate row end with displacement \(u_0\), where \(0<u_0<b\). By the completed square, the least energy of this edge distortion is

\[
G(u_0)=2\sqrt{CW}\int_0^{u_0}\sin\frac{\pi u}{b}\,du-Cfu_0,
\]

and \(G'=2\sqrt{CW}\sin(\pi u_0/b)-Cf\). A local minimum with \(u_0<b/2\) exists while \(f<2\sqrt{W/C}=(\pi/2)f_c\). Between \(f_c\) and this value, a long row started in the commensurate state can remain there although solitons would lower its energy. In a short row the ends repel solitons, so the first one becomes favourable only above \(f_c\). In the continuum model the shift is about 5 per cent for a row of label length \(8\ell\) and about 40 per cent for \(4\ell\). In the example the upper value is \(f=0.04\). A calculation should therefore start from arrays with several soliton numbers and compare their energies.

**Finite rows.** A row of label length \(X\) holds a whole number of solitons. Once the predicted \(L\) is comparable with \(X\), the spacing changes in steps and end effects matter. The energies for each integer \(N_s\) should then be compared directly, instead of using (1).
